# Choosing the Overlap Cutoff in Noisy Nonorthogonal Configuration Interaction

## Two states that nearly coincide

In nonorthogonal configuration interaction and valence bond calculations, a cutoff can be placed on the eigenvalues of the overlap matrix. Directions below it are removed before the Hamiltonian is diagonalized. Two normalized real states show what the cutoff trades. Let their overlap be \(p\), close to 1, and their Hamiltonian elements \(h_1,h_2,g\). The orthonormal combinations are

\[
x_\pm=\frac{1}{\sqrt{2(1\pm p)}}\begin{pmatrix}1\\ \pm1\end{pmatrix},
\]

because \((1,\pm1)\) are eigenvectors of the overlap matrix with eigenvalues \(1\pm p\). In this basis

\[
H'_{\pm\pm}=\frac{(h_1+h_2)/2\pm g}{1\pm p},\qquad
H'_{+-}=\frac{d}{\sqrt{1-p^2}},\qquad d=\frac{h_1-h_2}{2}.
\]

Now give the elements of \(H\) independent Gaussian errors \(W_{ij}\), with variance \(\sigma^2\) off the diagonal and \(2\sigma^2\) on it. The error of \(H'_{--}\) is \([(W_{11}+W_{22})/2-W_{12}]/(1-p)\). Its numerator has variance \((2\sigma^2+2\sigma^2)/4+\sigma^2=2\sigma^2\), so its standard deviation is \(\sqrt2\,\sigma/(1-p)\), which diverges as \(p\to1\). The error \(\nu\) of \(H'_{++}\) has standard deviation \(\sqrt2\,\sigma/(1+p)\) and stays harmless.

Suppose the ground state is mostly \(x_+\), with \(\Delta=H'_{--}-H'_{++}>0\), and that both the coupling and the noise of \(H'_{--}\) are small compared with \(\Delta\). Second-order perturbation theory lowers the energy by \(d^2/D\), with \(D=(1-p^2)\Delta\). With noise, \(d\) becomes \(d+\eta\), where \(\eta=(W_{11}-W_{22})/2\) has variance \(\sigma^2\). The noise of \(\Delta\) changes the energy lowering only by a small fraction, which shifts the threshold below slightly. Without it, the energy errors are

\[
\text{keep }x_-:\ \nu-\frac{2d\eta+\eta^2}{D},\qquad
\text{discard }x_-:\ \nu+\frac{d^2}{D}.
\]

Since \(\nu\) and \(\eta\) are uncorrelated Gaussians, they are independent, and \(\langle\nu^2\rangle\) is common to both mean squares. With \(\langle\eta^3\rangle=0\) and \(\langle\eta^4\rangle=3\sigma^4\), keeping \(x_-\) pays if

\[
d^4>4d^2\sigma^2+3\sigma^4
\quad\Longrightarrow\quad d^2>(2+\sqrt7)\sigma^2,\quad |d|>2.16\,\sigma .
\]

A small overlap eigenvalue is therefore not in itself a reason to discard a direction. What matters is whether the direction carries a resolvable energy gain. If the noise of \(H'_{--}\) becomes comparable with \(\Delta\), however, the spurious level can fall below the true ground state, and this estimate fails.

## What the cutoff does in general

For \(M\) normalized, real, linearly independent states, the problem is \(Hc=ESc\). Write \(S=U\,\mathrm{diag}(s)\,U^T\), with \(s_1\ge\dots\ge s_M>0\) and columns \(u_a\) of \(U\). Canonical orthogonalization uses \(x_a=u_a/\sqrt{s_a}\), for which \(x_a^TSx_b=\delta_{ab}\). A cutoff between \(s_{k+1}\) and \(s_k\) retains the first \(k\) vectors and diagonalizes \(H'_{ab}=x_a^THx_b\).

Let \(E_k\) be the resulting noise-free ground energy. The truncation error \(T_k=E_k-E_M\) is nonnegative and cannot increase with \(k\), because each larger variational space contains the smaller one. It is measured relative to the full space of the chosen states, not relative to the exact molecule.

At first \(S\) is taken as exact. The noise in \(H\) is symmetric and Gaussian, with zero mean and

\[
\langle W_{ij}W_{kl}\rangle=\sigma^2(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\]

Contracting this with four fixed vectors gives the rule used below:

\[
\langle(p^TWq)(r^TWt)\rangle=\sigma^2[(p\cdot r)(q\cdot t)+(p\cdot t)(q\cdot r)].
\tag{1}
\]

Setting \(p=r=x_a\) and \(q=t=x_b\), with \(x_a\cdot x_b=\delta_{ab}/s_a\), gives

\[
\mathrm{std}(x_a^TWx_b)=\sigma\sqrt{\frac{1+\delta_{ab}}{s_as_b}} .
\]

This is the amplification of matrix-element noise by inverse overlap eigenvalues. The energy responds differently.

## From matrix noise to energy error

Let \(c_n\) and \(E_n^{(k)}\) be the noise-free eigenvectors and energies in the retained space, normalized by \(c_m^TSc_n=\delta_{mn}\). The ground vector is \(c_0\), also called \(c_k\) when spaces of different size are compared, and \(E_0^{(k)}=E_k\). With \(V_{mn}=c_m^TWc_n\), perturbation theory for a nondegenerate ground state gives

\[
\tilde E_k=E_k+V_{00}-\sum_{n>0}\frac{V_{n0}^2}{E_n^{(k)}-E_k}+O(W^3).
\]

Rule (1) gives the first-order variance \(2\sigma^2|c_k|^4\). Expanding \(c_k=\sum_a y_ax_a\), with \(\sum_ay_a^2=1\), gives

\[
|c_k|^2=\sum_{a=1}^{k}\frac{y_a^2}{s_a},\qquad
\frac1{s_1}\le|c_k|^2\le\frac1{s_k}.
\]

The first-order energy noise thus contains a mean of \(1/s\), weighted by the populations of the ground state. It reaches \(1/s_k\) only if the state lies in the weakest retained directions.

The second-order term has a nonzero mean. Rule (1) with \(p=r=c_n\), \(q=t=c_0\) gives

\[
b_k=-\sigma^2\sum_{n>0}
\frac{|c_n|^2|c_0|^2+(c_n\cdot c_0)^2}{E_n^{(k)}-E_k}.
\]

The numerators are positive, so this bias is downward. Excited vectors in weak directions have large \(|c_n|^2\), and through them a small \(s\) enters even when the ground state hardly populates it.

The total error relative to \(E_M\) is \(T_k\) plus the first- and second-order terms. On squaring and averaging, odd powers of the noise vanish:

\[
\langle(\tilde E_k-E_M)^2\rangle=T_k^2+2T_kb_k+2\sigma^2|c_k|^4+O(\sigma^4).
\]

It is convenient to complete the square:

\[
R_k^2=(T_k+b_k)^2+2\sigma^2|c_k|^4.
\tag{2}
\]

The added \(b_k^2\) is of order \(\sigma^4\) and is not the complete term of that order. Within this regime the best cutoff lies between \(s_{k+1}\) and \(s_k\) for the \(k\) that minimizes \(R_k\). Part of the gain can come from cancellation, since \(T_k\ge0\) and \(b_k\le0\).

Two limits are useful. As \(\sigma\to0\), truncation dominates, and every direction that lowers the energy should be kept. If a direction has no effect on the noise-free energy, keeping it leaves \(T_k\) unchanged and alters the error only through the noise.

## When the small-noise formula fails

Perturbation theory needs noise elements that are small compared with energy gaps. One indicator is

\[
\kappa_k=\max_{n>0}\frac{\sqrt2\,\sigma\max(|c_n|^2,|c_0|^2)}{E_n^{(k)}-E_k}.
\]

By (1) and the Cauchy–Schwarz inequality, the numerator bounds the standard deviations of \(V_{nn}\), \(V_{00}\) and \(V_{n0}\). It does not control couplings among excited states, and Gaussian noise has unlimited tails. A small \(\kappa_k\) is therefore an indication, not a guarantee.

A second view comes from the variational principle. The lowest eigenvalue of a symmetric matrix cannot exceed any of its diagonal elements. Hence, for every retained direction \(a\) and energy \(x\),

\[
P(\tilde E_k\le x)\ge
\Phi\!\left[\frac{(x-H'_{aa})s_a}{\sqrt2\,\sigma}\right],
\tag{3}
\]

where \(\Phi\) is the cumulative normal distribution. If \(\sqrt2\,\sigma/s_a\) is comparable with \(H'_{aa}-E_k\), spurious energies far below the true one are common. This is collapse, and it is not a small correction to the energy.

## A hydrogen molecule with twenty structures

Take H\(_2\) at 1.4 bohr with four s Gaussians on each atom, of exponents 0.2, 0.5, 1.25 and 3.125 bohr\(^{-2}\). Each singlet structure has the spatial form \(\phi_p(1)\phi_q(2)+\phi_q(1)\phi_p(2)\), covalent or ionic, and is added to its mirror image. The eight functions give 36 pairs, of which four are their own mirror images, so \((36+4)/2=20\) combinations remain. They span the gerade singlet space of this basis.

The noise-free energy, \(-1.141424\,E_h\) including nuclear repulsion, agrees with a separate full configuration interaction calculation in the same basis. It lacks polarization functions and is neither the complete-basis nor the experimental energy. Nine s functions per atom lower it by 13 m\(E_h\), and the cc-pVTZ basis lowers it by 31 m\(E_h\). All errors below are measured from this small-basis value.

The overlap eigenvalues run from 12.86 to \(5.67\times10^{-5}\), a condition number of \(2.27\times10^5\). For \(\sigma=10^{-3}\,E_h\), selected results are as follows, with the last four columns in m\(E_h\):

| \(k\) | \(s_k\) | \(T_k\) | \(b_k\) | \(R_k\) | sampled |
|---|---|---|---|---|---|
| 9 | 0.0782 | 2.313 | −0.001 | 2.320 | 2.323 |
| 14 | 0.0104 | 0.385 | −0.013 | 0.439 | 0.447 |
| 17 | 0.00182 | 0.103 | −0.057 | 0.276 | 0.284 |
| 18 | 0.000390 | 0.097 | −0.139 | 0.277 | 376 |
| 20 | 0.0000567 | 0 | −1.03 | 1.10 | 16910 |

"Sampled" is the root mean square error found by adding random noise to \(H\) and diagonalizing. The sampled optimum is \(k=17\), so any cutoff between \(3.90\times10^{-4}\) and \(1.82\times10^{-3}\) selects it. Here \(|c_{17}|^2=0.192\), and (2) reads

\[
R_{17}=\sqrt{(0.103-0.057)^2+(\sqrt2\times0.192)^2}\approx0.28\ \mathrm{m}E_h .
\]

The sampled value is 0.284 m\(E_h\), or 0.745 kJ/mol. Most of it is fluctuation. The sampled mean error is 0.053 m\(E_h\), close to the predicted 0.046.

The ground state is barely sensitive to the smallest eigenvalue at first order. From \(k=1\) to \(k=20\), \(1/s_k\) grows from 0.078 to about 17,600, but \(|c_k|^2\) only from 0.078 to 0.263. The damage at \(k=20\) comes from collapse. The last diagonal element is \(8.743\,E_h\), while its noise has standard deviation

\[
\frac{\sqrt2\times10^{-3}}{5.674\times10^{-5}}\,E_h\approx24.9\,E_h .
\]

For an energy at least \(1\,E_h\) too low, the threshold is \(x=-2.141\,E_h\), and (3) gives a probability of at least \(\Phi(-10.884/24.9)\approx0.33\). The sampled fraction is 0.765. The bound uses one direction, whereas the lowest eigenvalue can exploit all of them.

The row \(k=18\) is a warning. Formula (2) makes it almost as good as \(k=17\), and \(\kappa_{18}=0.167\) does not look alarming, yet the sampled error is more than a thousand times the prediction. The diagonal noise in this direction is already about \(3.6\,E_h\). A small share of collapsed samples causes the large error. Among 55,200 noisy matrices, 6.6 per cent gave an energy more than \(0.1\,E_h\) too low, by \(1.1\,E_h\) on average. The others had a root mean square error of only about 5 m\(E_h\).

Overlap eigenvalues also do not rank energetic importance. Adding direction 10 lowers \(T_k\) by only about 0.001 m\(E_h\), while direction 11, which has a smaller eigenvalue, lowers it from 2.312 to 1.017 m\(E_h\).

## How the best cutoff moves with the noise

Sampling at five noise levels gives:

| \(\sigma/E_h\) | best \(k\) | \(s_k\) | error, best (m\(E_h\)) | error, \(k=20\) (m\(E_h\)) |
|---|---|---|---|---|
| \(10^{-6}\) | 20 | \(5.7\times10^{-5}\) | 0.00038 | 0.00038 |
| \(10^{-5}\) | 20 | \(5.7\times10^{-5}\) | 0.0038 | 0.0038 |
| \(10^{-4}\) | 19 | \(2.0\times10^{-4}\) | 0.037 | 76 |
| \(10^{-3}\) | 17 | \(1.8\times10^{-3}\) | 0.28 | 16910 |
| \(10^{-2}\) | 11 | \(1.8\times10^{-2}\) | 2.3 | 227000 |

At the two lowest levels the full space is best, and its error is proportional to \(\sigma\), as first-order theory predicts. At the three highest levels the smallest retained eigenvalue is close to \(2\sigma/E_h\), which corresponds to \(\sqrt2\,\sigma/s_k\) of about 0.7 to 0.8 \(E_h\). This is an observation about these states, not a universal constant: two other sets of s exponents for the same molecule give values between about 1 and 8 times \(\sigma/E_h\). The scale to compare with is set by their energy gaps.

The row \(10^{-4}\,E_h\) also shows the limit of \(\kappa\). Since \(\kappa_k\) is proportional to \(\sigma\), its value 0.971 at \(10^{-3}\,E_h\) becomes 0.097 here for \(k=20\), yet the sampled error is 76 m\(E_h\). That number comes from a few collapsed samples among 1200 and varies strongly from one set to the next; 51,600 samples give 38 m\(E_h\). A value of \(\kappa\) below 0.1 therefore does not guarantee that (2) holds.

## Noise in the overlap

If \(S\) is also noisy, the retained space itself moves. Write the energy as \(c^THc/c^TSc\), with \(c^TSc=1\). Its first-order change is

\[
\delta E=c^T(\delta H-E\,\delta S)c+2\,\delta c^T(H-ES)c .
\]

The part of \(\delta c\) inside the retained space contributes nothing, because \((H-ES)c\) has no component there. The part outside comes from the rotation of overlap eigenvectors. For retained \(a\) and discarded \(d\), ordinary perturbation theory for \(S\) gives

\[
\delta u_a\big|_{\rm outside}=\sum_d u_d\frac{u_d^T\delta S\,u_a}{s_a-s_d}.
\]

With \(c=\sum_a(u_a^Tc)u_a\) and \(u_d^TSc=0\), it follows that

\[
\delta E_k=c_k^T(\delta H-E_k\delta S)c_k
+2\sum_{a\le k<d}\frac{(u_d^THc_k)(u_d^T\delta S\,u_a)(u_a^Tc_k)}{s_a-s_d}.
\]

In a test with \(k=6\), the direct term is \(0.28702\,E_h\) and the rotation term \(-0.01874\,E_h\) per unit of a chosen noise pattern. Their sum, 0.26828, agrees with the finite difference 0.26829. The expression requires noise that is small compared with both \(s_k\) and \(s_k-s_{k+1}\), so a cutoff should not split a cluster of nearly equal eigenvalues.

There is also a limit that no Hamiltonian data can remove. For any unit vector \(v\), \(|v^T\delta S\,v|\le\|\delta S\|\), where \(\|\delta S\|\) is the largest absolute eigenvalue of \(\delta S\). The min–max principle then shows that each ordered overlap eigenvalue moves by at most \(\|\delta S\|\). An eigenvalue smaller than this has no guaranteed sign. One noise sample with element scale \(10^{-3}\) has norm \(9.7\times10^{-3}\) and makes two of the twenty eigenvalues negative. The cutoff range found above for noise in \(H\) alone lies below this norm and should not be carried over to an equally noisy \(S\). With noise of scale \(10^{-3}\) in both matrices, 800 samples give about 26 m\(E_h\) for \(k=17\), 0.45 m\(E_h\) for \(k=16\) and 0.53 m\(E_h\) for \(k=14\), the last size whose noise-free eigenvalue lies above the norm.

## Selecting the cutoff from one noisy Hamiltonian

A real calculation does not know \(T_k\). With exact \(S\) and known \(\sigma\), it can be estimated against a larger reference space \(K\) that is still stable. Form

\[
D_k=\tilde E_k-\tilde E_K+b_K .
\]

Since \(\tilde E_K\) has mean \(E_K+b_K\) through second order, \(D_k\) has mean \(T_k-T_K+b_k\). By (1), its variance at order \(\sigma^2\) is

\[
2\sigma^2\left[|c_k|^4+|c_K|^4-2(c_k\cdot c_K)^2\right].
\]

Subtracting this variance from \(D_k^2\) and adding the noise \(2\sigma^2|c_k|^4\) of the energy itself gives

\[
\widehat{R_k^2}=D_k^2-2\sigma^2|c_K|^4+4\sigma^2(c_k\cdot c_K)^2 .
\]

The vectors and \(b_K\) are taken from the noisy matrix. The resulting changes do not affect the average at order \(\sigma^2\). An individual estimate can be negative. Because the error is measured from \(E_K\), the method cannot see \(T_K\).

In the example, \(K\) was the last size before \(\kappa\) first exceeded 0.1, and the \(k\le K\) with the lowest estimate was selected separately for each noisy matrix. The median choice was \(k=16\), with median \(K=17\). The error was 0.330 m\(E_h\), against 0.281 for the best fixed size on the same noise. Not knowing the noise-free answer therefore cost about 17 per cent.

For practical use, the analysis gives this order of work:

1. Normalize the states before applying a cutoff, because rescaling them changes both \(s\) and the meaning of \(\sigma\).
2. If \(S\) is noisy, estimate \(\|\delta S\|\) and place the cutoff above it, so that no retained eigenvalue can owe its sign to the noise. This is a safe choice, not necessarily the one with the smallest error.
3. Compare \(\sqrt2\,\sigma/s_a\) with \(H'_{aa}-E_k\) for the weakest retained directions. Discard those for which the ratio is not small. In the example, the last direction kept at the best size had a ratio below 0.1 at each of the three highest noise levels, while ratios of 0.25 (\(k=20\), \(\sigma=10^{-4}\,E_h\)) and about 0.19 (\(k=13\), \(\sigma=10^{-2}\,E_h\)) already led to occasional collapse.
4. Among the remaining sizes, minimize the estimated error. The best size can be the last one before collapse sets in, as in the example at \(\sigma=10^{-3}\,E_h\), so the choice should be tested as in step 5.
5. Add further noise of the known size to \(H\) in the original states, transform to the retained space and diagonalize, and repeat this many times. Isolated, very low energies mean that the cutoff is too small.

If the noise elements are correlated or have unequal variances, (1) must be replaced by their actual covariance. Systematic errors, such as those from neglected integrals, do not average out. For them the first-order bound \(|c_k^TWc_k|\le\|W\|\,|c_k|^2\) still holds. The values for all \(k\) at \(\sigma=10^{-3}\,E_h\) are in the numerical output.

## Values computed for the example and the checks

```
H2 bond length 1.4 bohr; exponents [0.2, 0.5, 1.25, 3.125] bohr^-2
number of structures M = 20; condition number 2.267e+05
full-space energy -1.14142428 Eh; full CI -1.14142428 Eh
last diagonal element of transformed H: 8.743 Eh
amplification law, largest relative deviation 0.031
small-noise test sigma 1.702e-06 Eh; std ratio 0.975 to 1.021
bias at k=M, small noise: sampled -2.919e-09 Eh, formula -2.983e-09 Eh
H and S noise, k=6, slope: finite difference 0.26829, direct 0.28702, rotation -0.01874 Eh
main noise sigma = 1e-03 Eh; columns T, bias, rms in mEh
 k      s_k        T_k     |c_k|^2   kappa      bias     rms formula  rms sampled
 1  1.286e+01      255.4    0.0777  0.00e+00         -0       255.4       255.4
 2  2.722e+00      32.31    0.1018  1.81e-04  -1.54e-05       32.31       32.31
 3  2.339e+00      22.06    0.1015  1.95e-04  -2.73e-05       22.06       22.06
 4  6.859e-01      20.95    0.1020  4.28e-04     -6e-05       20.95       20.95
 5  5.318e-01      12.72    0.1149  9.14e-04  -0.000164       12.72       12.71
 6  4.435e-01      7.143    0.1187  9.18e-04  -0.000251       7.145       7.144
 7  1.120e-01      6.594    0.1185  1.95e-03  -0.000484       6.595       6.596
 8  9.924e-02      6.301    0.1186  2.22e-03  -0.000721       6.303       6.303
 9  7.815e-02      2.313    0.1371  3.56e-03   -0.00141        2.32       2.323
10  6.089e-02      2.312    0.1372  3.89e-03   -0.00214       2.318       2.321
11  1.813e-02      1.017    0.1477  4.47e-03   -0.00344       1.034       1.038
12  1.488e-02     0.6592    0.1564  8.97e-03   -0.00577      0.6898      0.6961
13  1.269e-02     0.6231    0.1592  1.34e-02   -0.00962      0.6535        0.66
14  1.042e-02     0.3846    0.1651  1.53e-02    -0.0129      0.4389      0.4469
15  3.141e-03     0.2601    0.1751  3.62e-02    -0.0233      0.3427      0.3492
16  2.394e-03     0.2472    0.1743  4.44e-02    -0.0362      0.3245      0.3302
17  1.816e-03     0.1028    0.1920  4.76e-02    -0.0567      0.2755      0.2839
18  3.896e-04    0.09729    0.1933  1.67e-01     -0.139      0.2765       376.2
19  2.035e-04   0.003727    0.2559  2.34e-01     -0.363      0.5099        1944
20  5.674e-05          0    0.2634  9.71e-01      -1.03       1.095   1.691e+04
best k (sampled) 17; cutoff between 3.896e-04 and 1.816e-03
best k (formula, kappa <= 0.1) 17; its sampled rms 0.2839 mEh
rms at best k: 0.2839 mEh = 0.7454 kJ/mol
mean error at best k: 0.05289 mEh
collapse by over 1 Eh at k=M: sampled 0.765, lower bound 0.331
fresh noise: rms at best k 0.2809 mEh, lowest rms 0.2809 mEh
selector from one noisy H: rms 0.3295 mEh, median k 16, median reference K 17
noisy S: noise norm 9.717e-03, lowest eigenvalue -2.570e-03, negative ones 2
scan: sigma (Eh), best k, s at best k, rms best, rms k=M (mEh)
1e-06  20  5.674e-05  0.0003751  0.0003751
1e-05  20  5.674e-05   0.003755   0.003755
1e-04  19  2.035e-04    0.03701      76.07
1e-03  17  1.816e-03     0.2839  1.691e+04
1e-02  11  1.813e-02      2.258   2.27e+05
```
